# Hartree-Fock band width of the electron gas, evaluated for sodium: a numerical check

```python
"""Occupied band width of the uniform electron gas in Hartree-Fock theory.

Result under test: width = kF^2/2 + kF/pi (hartree), i.e. exchange widens
the free-electron band by kF/pi. Unpolarised gas, neutralising background.
kF: Fermi wave number (1/bohr); k: wave number of the orbital (1/bohr);
exchange energy: exchange part of the orbital energy (hartree);
rs: radius of the sphere holding one electron on average (bohr).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.special import spherical_jn

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def exchange_chords(k, kF):
    """Derived formula: chords of the Fermi sphere through the point k."""
    mu_min = 0.0 if k <= kF else np.sqrt(1.0 - (kF / k) ** 2)

    def half_chord(mu):
        return np.sqrt(max(kF**2 - k**2 * (1.0 - mu**2), 0.0))

    return -2.0 / np.pi * quad(half_chord, mu_min, 1.0, epsabs=1e-11)[0]


def exchange_shells(k, kF):
    """Definition: 4 pi/|k-q|^2 summed over occupied shells of radius q."""
    def shell(q):
        if k == 0.0:
            angular = 2.0 / q**2
        else:
            angular = np.log(abs((k + q) / (k - q))) / (k * q)
        return q**2 * angular * 2 * np.pi * 4 * np.pi / (2 * np.pi) ** 3

    if 0.0 < k < kF:
        parts = [(0.0, k), (k, kF)]
    else:
        parts = [(0.0, kF)]
    return -sum(quad(shell, a, b, epsabs=1e-10, limit=200)[0]
                for a, b in parts)


def r_times_density_matrix(r, kF):
    """Distance r times the density matrix of one spin."""
    return kF**2 * spherical_jn(1, kF * r) / (2 * np.pi**2)


def exchange_real_space(k, kF):
    """Density matrix times 1/r, projected on a plane wave.

    A very wide Gaussian makes the slowly decaying integral converge.
    """
    damping = 0.002 * kF
    r = np.linspace(0.0, 6.0 / damping, 150001)
    integrand = (4 * np.pi * r_times_density_matrix(r, kF)
                 * np.sinc(k * r / np.pi) * np.exp(-(damping * r) ** 2))
    return -simpson(integrand, x=r)


# Input: free-electron band width of sodium as given in the exercise
free_width_ev = 3.2
free_width = free_width_ev / HARTREE_EV
kF = np.sqrt(2.0 * free_width)
rs = (9.0 * np.pi / 4.0) ** (1.0 / 3.0) / kF

# Density matrix of one spin against its defining sum over plane waves
for r in (0.7, 5.0, 20.0):
    direct = quad(lambda q: q**2 * np.sinc(q * r / np.pi) / (2 * np.pi**2),
                  0.0, kF, epsabs=1e-13)[0]
    assert abs(r * direct - r_times_density_matrix(r, kF)) < 1e-10

# Chord formula against momentum shells and against real space
shell_error = 0.0
real_space_error = 0.0
for x in (0.0, 0.3, 0.5, 0.8, 1.0, 1.5):
    chords = exchange_chords(x * kF, kF)
    shell_error = max(shell_error,
                      abs(chords - exchange_shells(x * kF, kF)))
    real_space_error = max(real_space_error,
                           abs(chords - exchange_real_space(x * kF, kF)))
assert shell_error < 1e-7
# the Gaussian smears k by about 0.002 kF, hence the wider tolerance
assert real_space_error < 1e-4

# Values at the band edges, from the definition
assert abs(exchange_shells(0.0, kF) + 2 * kF / np.pi) < 1e-8
assert abs(exchange_shells(kF, kF) + kF / np.pi) < 1e-7

# Width from a scan of the levels; levels and exchange must rise with k
scan_error = 0.0
for test_kF in (0.2, kF, 1.0, 2.5):
    grid = np.linspace(0.0, 2.0, 81)
    exchange = np.array([exchange_shells(x * test_kF, test_kF)
                         for x in grid])
    levels = 0.5 * (grid * test_kF) ** 2 + exchange
    assert np.all(np.diff(exchange) > 0.0)
    assert np.all(np.diff(levels) > 0.0)
    occupied = levels[grid <= 1.0 + 1e-12]
    scanned = occupied.max() - occupied.min()
    formula = test_kF**2 / 2 + test_kF / np.pi
    scan_error = max(scan_error, abs(scanned - formula))
assert scan_error < 1e-6

# Worked example
widening = kF / np.pi
hf_width = free_width + widening
print(f"Hartree energy: {HARTREE_EV:.4f} eV")
print(f"free-electron width (input): {free_width_ev:.2f} eV")
print(f"free-electron width: {free_width:.4f} hartree")
print(f"Fermi wave number kF: {kF:.4f} 1/bohr")
print(f"density parameter rs: {rs:.3f} bohr")
print("orbital energies in hartree:")
for x in (0.0, 0.5, 1.0):
    kinetic = 0.5 * (x * kF) ** 2
    exchange = exchange_chords(x * kF, kF)
    print(f"  k/kF = {x:.1f}: kinetic {kinetic:.4f}, "
          f"exchange {exchange:.4f}, total {kinetic + exchange:.4f}")
print(f"widening kF/pi: {widening:.4f} hartree")
print(f"widening kF/pi: {widening * HARTREE_EV:.2f} eV")
print(f"Hartree-Fock width: {hf_width:.4f} hartree")
print(f"Hartree-Fock width: {hf_width * HARTREE_EV:.2f} eV")
print(f"Hartree-Fock width / free width: {hf_width / free_width:.3f}")
for width_ev in (3.15, 3.25):
    w = width_ev / HARTREE_EV
    total_ev = (w + np.sqrt(2 * w) / np.pi) * HARTREE_EV
    print(f"Hartree-Fock width if free width is {width_ev:.2f} eV: "
          f"{total_ev:.2f} eV")
print(f"largest deviation, chords vs shells: {shell_error:.1e} hartree")
print(f"largest deviation, chords vs real space: "
      f"{real_space_error:.1e} hartree")
print(f"largest deviation, scanned width vs formula: "
      f"{scan_error:.1e} hartree")
print("verified")
```

It prints:

```
Hartree energy: 27.2114 eV
free-electron width (input): 3.20 eV
free-electron width: 0.1176 hartree
Fermi wave number kF: 0.4850 1/bohr
density parameter rs: 3.957 bohr
orbital energies in hartree:
  k/kF = 0.0: kinetic 0.0000, exchange -0.3087, total -0.3087
  k/kF = 0.5: kinetic 0.0294, exchange -0.2816, total -0.2522
  k/kF = 1.0: kinetic 0.1176, exchange -0.1544, total -0.0368
widening kF/pi: 0.1544 hartree
widening kF/pi: 4.20 eV
Hartree-Fock width: 0.2720 hartree
Hartree-Fock width: 7.40 eV
Hartree-Fock width / free width: 2.313
Hartree-Fock width if free width is 3.15 eV: 7.32 eV
Hartree-Fock width if free width is 3.25 eV: 7.48 eV
largest deviation, chords vs shells: 2.8e-16 hartree
largest deviation, chords vs real space: 5.1e-06 hartree
largest deviation, scanned width vs formula: 8.9e-16 hartree
verified
```
